# Slicing an irregular multiterminal device by breadth-first levels from its contacts

A thin semiconductor flake has contacts at several places on its edge. Its outline has notches, a trench has been etched through it, and the contacts face different ways. An electron entering at one contact may leave at any other, and the transmissions between all pairs of contacts are wanted. For a straight ribbon one would cut the lattice into columns and treat them one after another. Here a lead on the upper or lower edge couples many columns at once, so the slices are taken instead from the connections between the sites.

## Four sites by hand

Take four sites with on-site energy zero. Sites 1 and 3 touch a left and a right lead. Site 4 is a hub linked to sites 1, 2 and 3 by hopping $-t$. Site 2 hangs from the hub and touches nothing else. Each lead adds a self-energy $-i\gamma/2$ to the site it touches. With $z=E+i\gamma/2$, the matrix to be inverted, $A=E-H-\Sigma$, is in the given order

$$A=\begin{pmatrix} z&0&0&t\\0&E&0&t\\0&0&z&t\\t&t&t&E\end{pmatrix}.$$

The off-diagonal elements are $+t$ because $A$ contains $-H$.

Now count steps from the contacts. Sites 1 and 3 are at distance 0, the hub at distance 1, and site 2 at distance 2. In the order $(1,3\,|\,4\,|\,2)$ each group is linked only to the next, and the groups can be eliminated from the far end.

- Site 2: $S_2=E$.
- Hub: $S_1=E-t\,S_2^{-1}t=(E^2-t^2)/E$.
- Contacts: with $s=t^2/S_1=t^2E/(E^2-t^2)$,

$$S_0=\begin{pmatrix} z-s&-s\\-s&z-s\end{pmatrix},\qquad \det S_0=(z-s)^2-s^2=z(z-2s).$$

The inverse of $S_0$ is the Green function between the contacts, so $G_{13}=s/[z(z-2s)]$. The transmission, by a formula derived below, is $T=\gamma^2|G_{13}|^2$.

Put $t=1$, $\gamma=2$, $E=2$. Then $s=2/3$, $z=2+i$, $z-2s=2/3+i$, and

$$T=\frac{4\cdot 4/9}{5\cdot 13/9}=\frac{16}{65}.$$

Compare this with the equations in the original order, $Ax=e_3$. Rows 1, 2 and 3 give $x_1=-x_4/z$, $x_2=-x_4/2$ and $x_3=(1-x_4)/z$. Row 4, $x_1+x_2+x_3+2x_4=0$, becomes $x_4(3/2-2/z)=-1/z$, so $x_4=-1/(3z/2-2)=-1/(1+3i/2)$. Hence $|x_1|^2=1/(5\cdot 13/4)=4/65$ and $T=4\cdot4/65=16/65$, as before.

The example also shows a weakness. At $E=t$ the pivot $S_1$ vanishes and $s$ diverges, yet $G_{13}\to-1/(2z)$ is finite. The physical answer is regular where the elimination breaks down.

## What a lead does to the device

Let $H$ be the Hermitian device matrix. Lead $p$ has Hamiltonian $h_p$ and is coupled by $V_p$ to its contact set $C_p$; the sets do not overlap. With device amplitudes $\psi$ and lead amplitudes $\phi_p$,

$$(E-H)\psi=\sum_pV_p\phi_p,\qquad (E-h_p)\phi_p=V_p^\dagger\psi .$$

Let a wave $\chi$ of the uncoupled lead $q$ come in. The second equation gives $\phi_p=\delta_{pq}\chi+g_pV_p^\dagger\psi$, where $g_p=(E+i0-h_p)^{-1}$ selects waves that leave. Inserting this in the first,

$$A\psi=V_q\chi,\qquad A=E-H-\sum_p\Sigma_p,\qquad \Sigma_p=V_pg_pV_p^\dagger .$$

Thus $\psi=GV_q\chi$ with $G=A^{-1}$. The matrix $\Sigma_p$ is generally dense, but it acts only within $C_p$.

The probability in another lead $p\neq q$ grows at the rate

$$\frac{2}{\hbar}\,\mathrm{Im}\,(\phi_p^\dagger V_p^\dagger\psi)=\frac{2}{\hbar}\,\mathrm{Im}\,(\psi^\dagger\Sigma_p^\dagger\psi)=\frac1\hbar\,\psi^\dagger\Gamma_p\psi,\qquad \Gamma_p=i(\Sigma_p-\Sigma_p^\dagger).$$

To collect all incoming states at energy $E$, use $\sum_\chi\delta(E-E_\chi)\chi\chi^\dagger=i(g_q-g_q^\dagger)/2\pi$. Between two factors $V_q$ this becomes $\Gamma_q/2\pi$. The rate per unit energy is therefore $T_{pq}/h$ with

$$T_{pq}=\mathrm{Tr}\,[\Gamma_pG_{pq}\Gamma_qG_{pq}^\dagger],$$

where $G_{pq}$ is the block of $G$ between $C_p$ and $C_q$. For the four sites $\Gamma=\gamma$, which gives the formula used there.

## Levels for any device

Let $C$ be the union of all contact sets, and let $d(i)$ be the smallest number of nonzero hops from $C$ to site $i$. A breadth-first search finds it: mark $C$ as level 0, then give all unmarked neighbours of the current level the next number, until none remain.

**The matrix is block-tridiagonal.** If $H_{ij}\neq0$, a path to $i$ can be extended to $j$ by one hop, so $d(j)\le d(i)+1$. Exchanging $i$ and $j$ gives $|d(i)-d(j)|\le1$. Every $\Sigma_p$ lies inside level 0 and adds no link between levels.

**No other slicing from $C$ is finer.** Let $b(i)\ge0$ be any slice number with $b=0$ on $C$ that changes by at most one along each hop. Along a shortest path it rises by at most $d(i)$, so $b(i)\le d(i)$. The levels thus give the largest number of slices for this starting set. That is not a statement about the lowest cost.

**Unreached sites drop out.** A site with no path to a contact has no matrix element with any reached site. $A$ splits into two independent parts, and the contact block of $G$ comes from the reached part alone.

**The order does not matter.** Let $P$ be the permutation matrix of the new order, $P^TP=1$. Then $A'=PAP^T$, and $G'=PGP^T$ because $PAP^T\,PGP^T=PAGP^T=1$. With $\Gamma'_p=P\Gamma_pP^T$, each inner $P^TP$ cancels:

$$\mathrm{Tr}[\Gamma'_pG'\Gamma'_qG'^\dagger]=\mathrm{Tr}[P\,\Gamma_pG\Gamma_qG^\dagger P^T]=T_{pq}.$$

The last step is the cyclic property of the trace. The equality is an identity; a computer spoils it only by rounding. It requires that $H$ and every $\Sigma_p$ be permuted together.

## The sweep

Let $L$ be the deepest level. The last block row of $AX=B$, with $B$ nonzero only on level 0, reads $A_{L,L-1}X_{L-1}+A_{LL}X_L=0$. Solve it for $X_L$ and insert it in the row above. The diagonal block there changes to $A_{L-1,L-1}-A_{L-1,L}A_{LL}^{-1}A_{L,L-1}$. Repeating this,

$$S_L=A_{LL},\qquad S_l=A_{ll}-A_{l,l+1}S_{l+1}^{-1}A_{l+1,l},\qquad G_{CC}=S_0^{-1}.$$

One inward sweep yields the Green function between all contacts, and so every $T_{pq}$. Only the latest pivot has to be kept.

With $n_l$ sites in level $l$, the work grows as $\sum_ln_l^3$, against $N^3$ for a dense solve of all $N$ sites.

**When a pivot fails.** The same elimination, stopped at level $l$, shows that $S_l^{-1}$ is the $(l,l)$ block of the inverse of $A$ restricted to levels $\ge l$. It also gives $\det A_{\ge l}=\det S_l\,\det A_{\ge l+1}$. For $l\ge1$ no self-energy enters. If the deeper pivots are regular, $S_l$ is singular when $E$ is an eigenvalue of the closed region of levels $\ge l$. In the four-site case these energies are $0$ for site 2 alone and $\pm t$ for site 2 with the hub.

The full $A$ is much less fragile. If $Au=0$ at real $E$, the imaginary part of $u^\dagger Au$ gives $\sum_pu^\dagger\Gamma_pu=0$: such a $u$ leaks into no lead. Without such a bound state $G$ is finite, and a tiny shift of $E$ restores the sweep.

## Starting from one lead

One may prefer to start at a single lead, so that the levels run along the device. The self-energies then need care. Take a chain 1–2–3–4 with one lead on site 1 and a second lead touching sites 2, 3 and 4. Distances from site 1 are 0, 1, 2, 3. The dense self-energy of the second lead has an element between sites 2 and 4, which are two levels apart, so $A$ is not block-tridiagonal.

The cure is to add a link between every two contacts of the same lead before the search. The argument for $|d(i)-d(j)|\le1$ then covers the self-energies too. Here sites 3 and 4 are both linked to site 2, so both are at distance 2, and the levels are $(1\,|\,2\,|\,3,4)$. In general the contacts now lie in several levels, so $S_0^{-1}$ is no longer enough. One carries a right-hand column for each contact site through the elimination and substitutes back:

$$Y_l=B_l-A_{l,l+1}S_{l+1}^{-1}Y_{l+1},\qquad X_l=S_l^{-1}(Y_l-A_{l,l-1}X_{l-1}).$$

A long ribbon of width $W$ and length $\mathcal L$, in sites, with a lead at each end shows the difference in the cost of the elimination alone. From one end there are $\mathcal L$ levels of $W$ sites, and $\sum n^3=\mathcal LW^3$. From both ends there are $\mathcal L/2$ levels of $2W$ sites, and $\sum n^3=4\mathcal LW^3$. The common start is simpler but makes wider levels. The factor 4 is not the ratio of total costs. The one-end start also carries right-hand columns: $2W$ for the whole contact block, with work growing as $2W\sum n^2=2\mathcal LW^3$, or $W$ if only the transmission is wanted. Moreover, for real $H$ its pivots are complex from the far lead onward, while the interior pivots of the two-end start stay real, and a complex multiplication costs about four real ones. These costs can use up the gain.

## A four-terminal flake

The example is an electron channel with rough parameters of buckled monolayer arsenic. Each conduction valley is an ellipse with masses $0.5\,m_0$ and $0.15\,m_0$. Six valleys form three opposite pairs, with long axes at 0°, 60° and 120° to $x$. With inverse-mass tensor $w$ in units of $1/m_0$ and $\kappa=\hbar^2/2m_0$, the kinetic energy is $\kappa(w_{xx}k_x^2+w_{yy}k_y^2+2w_{xy}k_xk_y)$.

On a square grid of step $a=0.5$ nm, replace $k_x^2$ by $(2-2\cos k_xa)/a^2$, likewise for $y$, and $k_xk_y$ by $\sin k_xa\,\sin k_ya/a^2$. This gives hops $-\kappa w_{xx}/a^2$ and $-\kappa w_{yy}/a^2$ along the axes. Since $\sin\alpha\sin\beta=\tfrac12[\cos(\alpha-\beta)-\cos(\alpha+\beta)]$, the diagonal hops are $-\kappa w_{xy}/2a^2$ for displacements $\pm(a,a)$ and $+\kappa w_{xy}/2a^2$ for $\pm(a,-a)$. They vanish in the 0° valley, so the graph depends on the valley.

The flake has hard walls, cut corners, a round notch and a square trench that isolates an island. Smooth Gaussian potential puddles, both hills and wells, have range 1 nm and heights between −0.05 and 0.05 eV. Leads on the left, right, bottom and top touch 12, 12, 12 and 11 sites. Of 931 sites, 25 belong to the island and are dropped.

In the 0° valley the level sizes are 47, 47, 55, 62, 69, 76, 77, 80, 82, 85, 78, 58, 46, 25, 16, 3. They sum to $906=931-25$. The ratio $N^3/\sum n_l^3$ is 188 here and 146 in the rotated valleys, whose diagonal hops give 15 levels instead of 16. These ratios count operations; they are not measured times.

At $E=0.10$ eV above the valley bottom the sweep gives

| Pair | 0° | 60° | 120° |
|---|---|---|---|
| left–right | 0.037 | 0.328 | 0.029 |
| left–bottom | 0.119 | 0.168 | 0.102 |
| left–top | 0.311 | 0.082 | 0.052 |
| right–bottom | 0.775 | 0.422 | 0.311 |
| right–top | 0.089 | 0.215 | 0.180 |
| bottom–top | 0.665 | 0.115 | 0.524 |

The three decimals belong to this grid model. With half the grid step and the same walls, entries move by up to 0.07, and with a quarter of the step by up to 0.12. The table therefore illustrates the method on this grid and is not the limit of a fine grid.

One entry per pair suffices. $H$ and the leads are real here, so $G$ and $\Gamma_p$ are symmetric, and transposing the trace gives $T_{pq}=T_{qp}$. In the 0° valley the left lead has one open mode. Its transmissions sum to $0.037+0.119+0.311=0.467$, so 0.533 is reflected.

A dense solve in the original site order, with the island kept, differs from the sweep by at most $2.0\times10^{-14}$ over all pairs and valleys. This is the invariance under reordering, at rounding level.

That comparison shares the computed self-energies, so a second one finds the effect of the leads separately, from their wave equation. In a lead with cell matrix $h$ and outward coupling $V$, outgoing waves obey $\psi_{n+1}=F\psi_n$. The lead equation $(E-h)\psi_n=V^\dagger\psi_{n-1}+V\psi_{n+1}$ then requires $(E-h-VF)F=V^\dagger$. Sending in one Bloch mode at a time and taking ratios of outgoing to incoming flux gives transmissions within $3.5\times10^{-7}$ of the sweep. The self-energies came from an iterative surface Green function with a small imaginary energy of $10^{-8}$ eV, which sets this difference: doubling it shifts the transmissions by up to another $3.5\times10^{-7}$. In the flux calculation, reflection plus transmissions equals the number of open modes to $1.5\times10^{-14}$.

The construction of $F$ decides how accurately its equation is satisfied. The outgoing and decaying modes can be so nearly linearly dependent that their matrix has condition number $4.8\times10^{10}$. Inverting that matrix leaves a residual of up to $1.5\times10^{-6}$ eV in the equation for $F$; an orthonormal Schur basis of the same waves leaves at most $2.9\times10^{-15}$ eV.

**The single-lead start.** From the left lead alone, in the 0° valley, 274 self-energy entries fall outside the tridiagonal band. A solver that ignores them makes an error of 1.162 in one transmission, larger than any entry in the table. With the contacts of each lead joined, none fall outside, and the error is $2.1\times10^{-14}$. There are then 47 levels, at most 42 sites wide, and $N^3/\sum n_l^3$ rises from 188 to 1551. This ratio leaves out the 47 right-hand columns. Their cost grows as $47\sum n_l^2$, which exceeds $\sum n_l^3$ because every $n_l$ is below 47. Counting real and complex operations alike, the gain over the common start is about 8 without the columns and about 2 with them. But $H$ is real here, so the common start has real pivots on all levels below 0, whereas nearly all pivots of the single-lead start are complex. Counting a complex operation as four real ones, the gain falls to about 2 without the columns and about 1/2 with them: for all pairs of this flake the common start is the cheaper one.

**A singular pivot.** The closed interior of the 0° valley has an eigenvalue at 0.099600 eV, only 0.4 meV from the chosen energy. There the smallest eigenvalue of $S_1$ has magnitude $3.0\times10^{-13}$ eV, zero to rounding. A shift $\delta=10^{-6}$ eV raises it to $6.0\times10^{-5}$ eV. The factor 60 has a meaning: near the eigenvalue $S_1^{-1}\approx u_1u_1^\dagger/\delta$, where $u_1$ is the part of the normalized eigenvector on level 1. The small eigenvalue of $S_1$ is thus $\delta/\|u_1\|^2$, and $\|u_1\|^2\approx1/60$. The shift changes the transmissions by at most $6.2\times10^{-5}$. At the shifted energy sweep and dense solve agree to $2.8\times10^{-13}$.

## Conductance at 300 K, and the real material

For small bias, with two spins and two opposite valleys per orientation,

$$G^{\rm cond}_{pq}=\frac{2e^2}{h}\,2\sum_v\int T^v_{pq}\left(-\frac{\partial f}{\partial E}\right)dE=\frac{4e^2}{h}\sum_v\int_0^{f(0)}T^v_{pq}\,df .$$

The Fermi occupation $f$ serves as the variable, with $E=E_F+k_BT\ln(1/f-1)$. The Fermi energy is 0.02 eV above the valley bottom and $k_BT=0.0259$ eV. Using 135 midpoints equally spaced in $f$, the conductances from the left lead are about 25 µS to the right, 16 µS to the bottom and 25 µS to the top. Going from 45 to 135 points changed the conductances of all pairs by at most 3.7 %, and energies equally spaced by 2 meV give 25, 16 and 24 µS. The grid step matters too: halving it, with 45 energies, changes the three conductances from the left lead by up to 4 % and the right–top conductance by 14 %. With a third of the step and 34 energies on both grids the changes are up to about 8 % and 13 %, though so few energies by themselves move the right–top value by about 13 %. The second digit is therefore uncertain. The current from the left lead has a mean energy of 0.082 eV, well above the Fermi energy.

The masses, the six valleys and the gap of about 2 eV are rough values for monolayer arsenic. The Fermi energy corresponds to $2\times10^{13}$ electrons per cm² in a wide sheet, which is high for ordinary gating. The assumption most in doubt is coherent motion without phonons. Take a rough mobility $\mu=50$ cm²/Vs and conductivity mass $m_c=2m_0/(1/0.5+1/0.15)=0.23\,m_0$. Then $\tau=\mu m_c/e$, and the speed $\sqrt{2E/m_c}$ at 0.10 eV gives a mean free path $\lambda=2.6$ nm. The left and right contacts are $\ell=18.5$ nm apart. An electron would thus scatter many times on the way, and $\hbar/\tau=0.10$ eV is as large as its energy, so the interference behind the coherent values would be largely lost. This estimate scales with the mobility, which is poorly known: $\mu=200$ cm²/Vs gives $\lambda=10$ nm and $\hbar/\tau=0.025$ eV, and $\mu=600$ cm²/Vs gives $\lambda=31$ nm, longer than the flake. For a uniform channel with isotropic scattering, the usual interpolation is $\lambda_b/(\lambda_b+\ell)=0.18$, with the backscattering length $\lambda_b=\pi\lambda/2$. It does not give the corrected conductance here: it reduces the ballistic value of a uniform channel, whereas the 25 µS is already limited by narrow leads, walls and puddles. The coherent values are not predictions for a room-temperature device.

Other omissions in the bulk are smaller. At a kinetic energy of 0.10 eV the grid changes the wave number along the heavy axis by at most 1.4 % (2.2 % at 0.15 eV, as in a well 0.05 eV deep), though the transmissions respond more strongly, as noted above, and non-parabolicity is of order $E/E_{\rm gap}=0.05$. A bias of $k_BT/e$ across the flake means a field of 0.014 MV/cm. For a rough valley separation $K\approx6.7$ nm⁻¹, the puddles couple the valley centres with a relative amplitude $e^{-K^2(1\,\mathrm{nm})^2/2}\approx2\times10^{-10}$. At 0.10 eV the closest states of two valleys are only about 4.4 nm⁻¹ apart, which raises this factor to about $6\times10^{-5}$, still small. Atomically sharp edges may mix valleys far more strongly. That mixing, the resistance of metal contacts and the self-consistent charge are outside the model. None of them alters the reordering result, provided that the matrix elements they add enter the graph before the levels are formed.
